How Pressure Sets the Tension of an Initially Unstretched Membrane

**Question.** A thin flat film is held at its edge over an opening. It carries no tension until gas pressure is applied to one side. How large is the tension the pressure creates, how does it grow with pressure, and how well does that law hold for a gold film half a micrometre thick?

**Answer.**

**The estimate**

Let the film have thickness h, Young's modulus E, Poisson ratio ν and half-width a. The pressure p produces a deflection w. The tension N is a force per unit length, so the mean stress is σ = N/h. Assume for now that the film is linearly elastic, that slopes are small, that the edge does not move, and that w is much larger than h, so that bending stiffness can be neglected.

A flat film has no component of tension along the load. It must first bulge, and bulging stretches it. A line element of slope w' is longer than its projection by the fraction w'²/2, to leading order. Since w' ~ w/a, the strain and tension are

ε ~ (w/a)², N ~ E h ε ~ E h w²/a².

The pressure force, of order p a², is carried by the vertical part of the edge tension. That part is N times the slope w/a times an edge length of order a:

p a² ~ N w, so w ~ p a²/N.

Putting this w into the tension gives N ~ E h p² a²/N², and therefore

N ~ (E h p² a²)^(1/3), w ~ p a²/N ~ (p a⁴/(E h))^(1/3).

The tension grows as p^(2/3) and the deflection as p^(1/3). Eight times the pressure gives four times the tension and twice the bulge.

**Why the power does not depend on shape**

Let u_i be the in-plane displacement. The membrane strain is

ε_ij = (∂_i u_j + ∂_j u_i + ∂_i w ∂_j w)/2.

Replace w by λw and u by λ²u. Every term in the strain is then multiplied by λ², and the elastic energy, being quadratic in strain, by λ⁴. The work of the pressure, p∫w dA, is multiplied by λ if p is fixed, and by λ⁴ if p is also replaced by λ³p. The total energy then changes only by a common factor, so an equilibrium at p becomes an equilibrium at λ³p. The fixed-edge conditions u = 0 and w = 0 are preserved. Tension follows strain, so N ∝ λ² ∝ p^(2/3) for any outline.

An initial tension or a bending stiffness would add an energy proportional to λ². That term breaks the scaling, and it matters most at small deflection.

**The prefactor for a long strip**

Let x run across the strip from −a to a, with nothing varying along its length y. The strain along y is zero:

0 = (σ_y − νσ_x)/E, so σ_y = νσ_x.

The strain across the strip is then

ε = (σ_x − νσ_y)/E = (1 − ν²)σ_x/E.

Hence N = E'hε, with E' = E/(1 − ν²). In-plane balance makes N uniform. Vertical balance, symmetry about x = 0 and w(±a) = 0 give

N w'' = −p, w' = −p x/N, w = p(a² − x²)/(2N).

The strain is ε = u' + w'²/2. Because N is uniform, ε equals its average over the width. The u' term averages to zero, since the edges are fixed:

ε = (1/2a) ∫ p²x²/(2N²) dx = (1/2a) · p²/(2N²) · 2a³/3 = p²a²/(6N²).

Multiplying by E'h gives N, and therefore

N³ = E'h p²a²/6.

Written as N = C(E h p²a²)^(1/3), this has C = [6(1 − ν²)]^(−1/3). The central sag is w₀ = p a²/(2N).

**A second shape: the circle**

For a circle of radius a, the radial and hoop tensions obey N_θ = (rN_r)' = N_r + rN_r'. Vertical balance of a disc of radius r, 2πrN_r w' = −πr²p, gives w' = −pr/(2N_r). The strains are ε_r = u' + w'²/2 and ε_θ = u/r. Eliminating u = rε_θ leaves

ε_r − ε_θ − rε_θ' = w'²/2.

Hooke's law reads E hε_r = N_r − νN_θ and E hε_θ = N_θ − νN_r = (1 − ν)N_r + rN_r'. Thus

E h(ε_r − ε_θ) = (1 + ν)(N_r − N_θ) = −(1 + ν)rN_r',
E h rε_θ' = (2 − ν)rN_r' + r²N_r''.

Subtracting the second line from the first, the terms in ν cancel:

−3rN_r' − r²N_r'' = E h p²r²/(8N_r²).

Set N_r = (E h p²a²)^(1/3) f(s), with s = r/a, and divide by −r²:

f'' + 3f'/s = −1/(8f²).

The centre requires f'(0) = 0. At the edge u = 0, so N_θ = νN_r, which is f'(1) + (1 − ν)f(1) = 0. Pressure has disappeared from the problem, as the scaling argument requires. For ν = 0.44, numerical solution gives f(0) = 0.45, against C = 0.59 for the strip. At the same pressure, and with a circle radius equal to the strip's half-width, the strip is the more highly stressed.

**How large is it?**

Take a gold strip with h = 500 nm and a = 500 µm, under p = 1 kPa. Rough typical values are E = 78 GPa and ν = 0.44, so E' = 78/(1 − 0.1936) = 96.7 GPa. The bare estimate gives

N ~ (78×10⁹ × 5×10⁻⁷ × 10⁶ × 2.5×10⁻⁷)^(1/3) = 21.4 N/m,

or 42.7 MPa. Multiplication by C = 0.591 gives N = 12.6 N/m and

σ = 12.63/(5×10⁻⁷) Pa = 25.3 MPa.

The estimate is high by a factor of 1.7. The strain is 2.6×10⁻⁴ and the sag is 10³ × 2.5×10⁻⁷/(2 × 12.63) m = 9.9 µm, about 20 thicknesses.

An independent numerical solution replaced the strip by 80 elastic bars, with pressure normal to each bar and no small-slope approximation. It gave 25.27 MPa and the same sag. Doubling the pressure multiplied its tension by 1.588, close to 2^(2/3) = 1.587.

**Finite slope**

Pressure normal to the film bends the strip into an arc of radius R = N/p. If the arc has half-angle φ, then a = R sin φ, its length is 2Rφ and its strain is φ/sin φ − 1. Keeping the linear law for N,

pa/sin φ = E'h(φ/sin φ − 1), so q ≡ pa/(E'h) = φ − sin φ.

For small φ, q ≈ (φ³/6)(1 − φ²/20). With φ₀ = (6q)^(1/3), this gives φ ≈ φ₀(1 + φ₀²/60). Then

N/(E'h) = q/sin φ ≈ (q/φ₀)(1 − φ₀²/60 + φ₀²/6) = (q²/6)^(1/3)(1 + 3φ₀²/20).

Here φ₀ = 0.040, and the correction is +0.02 % of N. Since the strain is φ₀²/6, this correction is 0.9 times the strain, so its value depends on the linear law assumed: other laws that agree at small strain (Green or logarithmic strain) give between +0.01 % and +0.04 %. It is negligible here in every case. It also explains why the bar solution, between q = 10⁻⁶ and 10⁻⁴, has a mean exponent of 0.6669, slightly above 2/3.

**Initial tension**

If the flat film already carries N₀, the stretching supplies only N − N₀. The strain formula is unchanged, so

N − N₀ = E'h p²a²/(6N²), or N²(N − N₀) = E'h p²a²/6.

Differentiate the left side with respect to ln N and the right side with respect to ln p:

N²(3N − 2N₀) d ln N = 2N²(N − N₀) d ln p,

d ln N/d ln p = 2(N − N₀)/(3N − 2N₀).

This is 2/3 for N₀ = 0. When a tensile N₀ dominates, N tends to N₀ and the exponent to zero: the film then behaves like a drumhead of fixed tension, with w ∝ p.

A residual stress of roughly 10 MPa raises the example's stress from 25.3 to 29.1 MPa, or by 15 %. The local exponent becomes 2 × 19.07/(87.21 − 20) = 0.57. The stress due to stretching alone would equal 10 MPa at 0.25 kPa. With the residual stress present, the local exponent at that pressure is only 0.39, so the two-thirds law is already lost there, and at still lower pressure the exponent tends to zero.

Temperature acts in the same way. Suppose an initially stress-free film expands more than its frame by roughly 1.2×10⁻⁵ per kelvin. Warming by 5 K adds the biaxial stress

σ₀ = −[E/(1 − ν)] × 1.2×10⁻⁵ × 5 = −8.4 MPa.

Without pressure, so thin a film would buckle under this compression. At 1 kPa it is taut again: the total stress across the strip is 22.8 MPa, lower than without warming, and the local exponent rises to 0.73.

**Bending at the clamp**

A clamped edge forces w' = 0 there, which the membrane solution violates. With D = E'h³/12, the balance is Dw'''' − Nw'' = p. Integrating once, with zero constant by symmetry, gives Dw''' − Nw' = px. The solution with zero slope at x = ±a is

w' = −(p/N)[x − a sinh(x/ℓ)/sinh(a/ℓ)], ℓ = (D/N)^(1/2).

The correction is confined to a layer of width ℓ. Write δ = ℓ/a. For δ ≪ 1 the ratio of hyperbolic sines near x = a is exp[−(a − x)/ℓ]. The average of the squared bracket, in units of a², changes from 1/3 to

1/3 − 2δ + δ/2 = (1/3)(1 − 9δ/2).

Since N³ is proportional to this average, N falls by the fraction 3δ/2. Using pa/N = 2w₀/a, and hence ε = 2w₀²/(3a²), one finds

δ = h/[a(12ε)^(1/2)] = h/(8^(1/2)w₀).

This is why the sag must greatly exceed the thickness. In the opposite limit, w₀ ≪ h, bending carries the load: w ∝ p, and the small tension grows as w² ∝ p².

In the example ℓ = 8.9 µm and δ = 0.018. The computed tension is 2.7 % lower, as the formula predicts. The local stress is a larger matter. The edge curvature is pa/(Nℓ) to leading order, so the surface bending stress is

σ_b = (E'h/2)(pa/N)(1/ℓ) = (E'h/2)[6N/(E'h)]^(1/2)[12N/(E'h³)]^(1/2) = 3√2 N/h.

It is 4.2 times the membrane stress, independent of pressure and thickness in this limit. The full clamped solution gives 4.3 times, and a total surface stress of 131 MPa on the pressurised face at the edge.

**The real film**

These dimensions and loads are in the range of bulge tests on free-standing metal films. Real films break the assumption of zero initial tension: residual stresses of order 10 MPa or more are common, and 10 MPa already moves the result by 15 %. Crystal texture can matter as much, although the modulus enters only through a cube root. At fixed p, h and a, and with rough cubic elastic constants for gold, a (111) film has 8 % more tension than the isotropic model, and a (100) film with [100] across the strip has 18 % less.

Taking a rough yield stress of 200 MPa and judging yield by the stress across the strip alone, the edge surface yields when σ = 200/(1 + 3√2) = 38 MPa. Since p ∝ σ^(3/2), this happens at

p = (38.1/25.26)^(3/2) kPa = 1.9 kPa.

The whole film would reach 200 MPa at about 22 kPa. Both pressures assume no residual stress, and both depend on the yield criterion. The stress across the strip alone is the Tresca measure; the von Mises stress, with σ_y = νσ_x, is (1 − ν + ν²)^(1/2) = 0.87 times it, which raises both pressures by about 24 % and puts edge yield near 2.3 kPa. With a residual stress of 10 MPa the edge still yields near 1.9 kPa, and the local exponent is 0.57 at 1 kPa and about 0.60 at 1.9 kPa. Such a film approaches the two-thirds law but does not reach it before its edge yields. Edge yield need not end the scaling at once, since the edge layer has little influence on the tension; how far the law survives beyond it is not settled by this elastic model. Creep and the ends of the strip are also left out.

The numerical output lists the main values used here.

Computed results

```
Young's modulus E (rough): 78 GPa; Poisson ratio: 0.44
strip modulus E': 96.7 GPa
thickness: 500 nm; half-width: 500 um
pressure: 1.0 kPa; load p a/(E' h): 1.034e-05
bare estimate of tension: 21.36 N/m
bare estimate of stress: 42.7 MPa
strip coefficient C: 0.5912
circle centre coefficient C: 0.4505
strip tension: 12.63 N/m
strip stress, formula: 25.26 MPa
strip stress, bar chain: 25.27 MPa
strip strain: 2.612e-04
sag, formula: 9.90 um; bar chain: 9.90 um
sag / thickness: 19.8
edge slope p a/N: 0.0396 rad
exponent, bar chain: 0.6669
exponent, circle energy solution: 0.6667
tension ratio for doubled pressure, chain: 1.5876
stress at doubled pressure, chain: 40.11 MPa
residual stress (rough): 10 MPa
stress with residual stress: 29.07 MPa
local exponent with it: 0.567
pressure where stretching = residual: 0.249 kPa
expansion difference (rough): 1.2e-05 1/K
warming: 5 K; thermal stress: -8.36 MPa
stress after warming: 22.76 MPa
local exponent after warming: 0.732
cubic constants C11, C12, C44 (rough): 192, 163, 42 GPa
(111) film: E' 120.9 GPa, tension change +7.7 %
(100) film, [100] across: E' 53.6 GPa, tension change -17.9 %
finite-slope change of tension: +0.024 %
bending layer width: 8.93 um; over a: 0.0179
bending change of tension: -2.72 %
edge bending/membrane stress, computed: 4.342
edge bending/membrane stress, thin limit: 4.243
edge surface stress, computed: 131.3 MPa
yield stress (rough): 200 MPa
pressure for edge yield (thin limit): 1.86 kPa
pressure for yield of the whole film: 22.3 kPa
```
